# Quantum capacitance and the incomplete screening of a two-dimensional electron gas: verification in Python

```python
# RESULT UNDER TEST: a contacted two-dimensional electron layer between a gate
# and a second electrode transmits the fraction C2/(C2+CQ) of a change in
# electric displacement, where CQ = e^2 m/(pi hbar^2) is its quantum capacitance.
# C1, C2: geometric capacitances per area, layer-gate and layer-second electrode.
# Internal units: nm, eV, volt, elementary charge. Potentials in volt then equal
# energies in eV per electron, and capacitance per area is in e/(V nm^2).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit

E = const.e
HBAR2_ME = const.hbar**2 / const.m_e / E * 1e18       # eV nm^2
EPS0 = const.epsilon_0 / E * 1e-9                     # e/(V nm)
KB = const.k / E                                      # eV/K
TO_UF = E * 1e14 * 1e6                                # e/(V nm^2) -> uF/cm^2
TO_NC = E * 1e14 * 1e9                                # e/nm^2 -> nC/cm^2

# Rough, round inputs in the regime of a GaAs/AlGaAs quantum well.
mass, eps_r, density = 0.067, 13.0, 0.005
d_gate, d_back, width = 40, 30, 8.0
temperature, gate_step = 4.2, 0.010
band_gap, barrier_height = 1.5, 0.30
eps = eps_r * EPS0
hbar2_m = HBAR2_ME / mass

dos = 1 / (np.pi * hbar2_m)
c_q, c1, c2 = dos, eps / d_gate, eps / d_back
fermi = density / dos
leak = c2 / (c2 + c_q)
c_total = c1 * (c2 + c_q) / (c1 + c2 + c_q)
leak_vs_absent = (c1 + c2) / (c1 + c2 + c_q)

# --- Density of states by counting plane waves in a periodic square box.
box, radius = 10000.0, 400
idx = np.arange(-radius, radius + 1)
index_sq = (idx[:, None]**2 + idx[None, :]**2).ravel()
index_sq = np.sort(index_sq[index_sq <= radius**2])
k_squared = index_sq * (2 * np.pi / box)**2
filled_density = 2 * (np.arange(len(k_squared)) + 0.5) / box**2
energies = 0.5 * hbar2_m * k_squared
n_low, n_high = np.searchsorted(energies, [0.5 * fermi, 1.5 * fermi])
dos_count = 2 * (n_high - n_low) / box**2 / fermi
assert abs(dos_count / dos - 1) < 2e-3


# --- Grid Poisson equation plus level filling; no capacitance formula is used.
def plate_fields(v_gate, v_back, m_rel, eps_back, fixed_density=None):
    """Displacements on the gate side and on the far side of the layer."""
    cells = np.r_[np.full(d_gate, eps), np.full(d_back, eps_back)]
    size = len(cells) + 1
    matrix = np.eye(size)
    for i in range(1, size - 1):
        matrix[i, i - 1:i + 2] = cells[i - 1], -cells[i - 1] - cells[i], cells[i]
    source = np.zeros(size)
    source[0], source[-1] = v_gate, v_back
    phi_external = np.linalg.solve(matrix, source)
    sheet = np.zeros(size)
    sheet[d_gate] = 1.0                                # grid step is 1 nm
    phi_per_electron = np.linalg.solve(matrix, sheet)

    def imbalance(n):
        mu = 0.5 * HBAR2_ME / m_rel * np.interp(n, filled_density, k_squared)
        return mu - phi_external[d_gate] - n * phi_per_electron[d_gate]

    n = fixed_density
    if n is None:
        n = brentq(imbalance, 1e-5, 0.0099, xtol=1e-14)
    phi = phi_external + n * phi_per_electron
    return np.array([cells[0] * (phi[0] - phi[1]),
                     cells[-1] * (phi[-2] - phi[-1])])


v_gate = fermi + 0.5 * density / c1
v_back = fermi + 0.5 * density / c2


def field_change(m_rel, eps_back, fixed_density=None):
    up = plate_fields(v_gate + 0.05, v_back, m_rel, eps_back, fixed_density)
    down = plate_fields(v_gate - 0.05, v_back, m_rel, eps_back, fixed_density)
    return (up - down) / 0.10


for m_test, eps_test in [(0.02, eps), (mass, eps), (mass, 0.8 * eps), (0.3, eps)]:
    change = field_change(m_test, eps_test)
    cq_test = m_test / (np.pi * HBAR2_ME)
    c2_test = eps_test / d_back
    expected_gate = c1 * (c2_test + cq_test) / (c1 + c2_test + cq_test)
    assert abs(change[1] / change[0] / (c2_test / (c2_test + cq_test)) - 1) < 0.01
    assert abs(change[0] / expected_gate - 1) < 0.002
with_layer = field_change(mass, eps)
without_layer = field_change(mass, eps, 0.0)
floating = field_change(mass, eps, density)
leak_grid = with_layer[1] / with_layer[0]
assert abs(with_layer[1] / without_layer[1] / leak_vs_absent - 1) < 0.01
assert abs(floating[1] / floating[0] - 1) < 1e-8


# --- Thermal factor against direct integration of Fermi occupations.
def thermal_factor(temp):
    return 1 - np.exp(-density / (dos * KB * temp))


def thermal_density(mu, temp):
    kt = KB * temp
    k_max = np.sqrt(2 * (mu + 45 * kt) / hbar2_m)
    return quad(lambda k: k / np.pi * expit((mu - 0.5 * hbar2_m * k*k) / kt),
                0, k_max, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


for temp in (77.0, 300.0):
    kt = KB * temp
    mu = kt * np.log(np.expm1(density / (dos * kt)))
    step = 0.01 * kt
    slope = (thermal_density(mu + step, temp)
             - thermal_density(mu - step, temp)) / (2 * step)
    assert abs(thermal_density(mu, temp) / density - 1) < 1e-6
    assert abs(slope / (dos * thermal_factor(temp)) - 1) < 1e-4


# --- Self-consistent Schroedinger-Poisson calculation in a hard-walled well.
def back_voltage(n, displacement, w, basis_size):
    """Second-electrode voltage that keeps the layer's Fermi level at zero."""
    z = np.linspace(0, w, 1001)
    orders = np.arange(1, basis_size + 1)
    basis = np.sqrt(2 / w) * np.sin(np.pi * orders[:, None] * z / w)
    kinetic = 0.5 * hbar2_m * (np.pi / w)**2 * (orders**2 - 1)
    coefficients = np.eye(basis_size)[0]
    for _ in range(200):
        weight = (coefficients @ basis)**2
        cumulative = cumulative_trapezoid(weight, z, initial=0)
        field = (displacement + n * (1 - cumulative / cumulative[-1])) / eps
        integral = cumulative_trapezoid(field, z, initial=0)
        phi = displacement * (d_back - w / 2) / eps + integral[-1] - integral
        potential = (basis * (-phi)) @ basis.T * (z[1] - z[0])
        levels, vectors = np.linalg.eigh(np.diag(kinetic) + potential)
        new = vectors[:, 0] * np.sign(vectors[0, 0])
        shift = np.max(np.abs(new - coefficients))
        coefficients = new
        if shift < 1e-12:
            break
    assert shift < 1e-10
    return levels[0] + n / dos


def leak_in_well(w, basis_size=12):
    step, d0 = 0.01 * density, -0.5 * density
    by_density = (back_voltage(density + step, d0, w, basis_size)
                  - back_voltage(density - step, d0, w, basis_size))
    by_field = (back_voltage(density, d0 + step, w, basis_size)
                - back_voltage(density, d0 - step, w, basis_size))
    return -by_density / (by_field - by_density)


def thickness_length(w):
    return w * (1 / 6 - 5 / (8 * np.pi**2))


assert abs(leak_in_well(0.2) / leak - 1) < 0.015      # leading error is of order w
inverse_thin = 1 / c_q - thickness_length(2.0) / eps
assert abs(leak_in_well(2.0) / (inverse_thin / (inverse_thin + 1 / c2)) - 1) < 2e-3
leak_thick = leak_in_well(width)
basis_shift = leak_thick - leak_in_well(width, 6)
inverse_thick = leak_thick / (1 - leak_thick) / c2

# --- Exchange energy per area from the overlap of two displaced Fermi discs.
coulomb = 1 / (4 * np.pi * eps)                      # eV nm
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = (nodes + 1) / 2, weights / 2
z_mid = (np.arange(200) + 0.5) / 200
profile = 2 * np.sin(np.pi * z_mid)**2 / 200
separation = np.abs(z_mid[:, None] - z_mid[None, :])


def exchange_energy(n, w):
    k_f = np.sqrt(2 * np.pi * n)
    overlap = 2 * k_f**2 * (np.arccos(nodes) - nodes * np.sqrt(1 - nodes**2))
    form = np.array([profile @ np.exp(-2 * k_f * x * w * separation) @ profile
                     for x in nodes])
    return -coulomb * 2 * k_f * np.sum(weights * form * overlap) / (4 * np.pi**2)


def second_derivative(function):
    h = 0.02 * density
    return (function(density + h) - 2 * function(density)
            + function(density - h)) / h**2


exchange_thin = -coulomb * np.sqrt(2 / (np.pi * density))
assert abs(second_derivative(lambda n: exchange_energy(n, 0.0))
           / exchange_thin - 1) < 1e-3
exchange_well = second_derivative(lambda n: exchange_energy(n, width))

# --- Correlation estimate: Tanatar-Ceperley fit for the unpolarized layer.
bohr = hbar2_m / coulomb
r_s = 1 / np.sqrt(np.pi * density) / bohr


def correlation_energy(n):
    x = np.sqrt(1 / np.sqrt(np.pi * n) / bohr)
    top = 1 + 1.13 * x
    return n * coulomb / (2 * bohr) * (-0.3568) * top / (
        top + 0.9052 * x**2 + 0.4165 * x**3)


correlation = second_derivative(correlation_energy)

# --- Nonparabolic band estimate, E(1+alpha E) = hbar^2 k^2/(2m).
alpha = (1 - mass)**2 / band_gap


def nonparabolic_level(n):
    parabolic = 0.5 * hbar2_m * (2 * np.pi * n + (np.pi / width)**2)
    return (np.sqrt(1 + 4 * alpha * parabolic) - 1) / (2 * alpha)


dn = 0.01 * density
inverse_nonpar = (nonparabolic_level(density + dn)
                  - nonparabolic_level(density - dn)) / (2 * dn)
inverse_total = inverse_thick + exchange_well + correlation + inverse_nonpar - 1 / dos
leak_total = inverse_total / (inverse_total + 1 / c2)

# --- Tunnelling through the second electrode's barrier, semiclassical estimate.
confinement = 0.5 * hbar2_m * (np.pi / width)**2
barrier_field = 0.5 * density / eps
barrier = barrier_height - confinement - fermi
action = quad(lambda z: np.sqrt(2 * max(barrier - barrier_field * z, 0) / hbar2_m),
              0, d_back - width / 2)[0]
transmission = np.exp(-2 * action)
attempt_rate = np.pi * hbar2_m / (const.hbar / E) / (2 * width**2)
leakage = density * 1e14 * E * attempt_rate * transmission

# --- Response to the gate step.
delta_phi = c1 * gate_step / (c1 + c2 + c_q)
delta_n = c_q * delta_phi
delta_d1, delta_d2 = c_total * gate_step, c2 * delta_phi

print(f"Effective mass: {mass:.3f} electron masses")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Electron density: {density * 1e14:.2e} cm^-2")
print(f"Gate distance d1: {d_gate} nm")
print(f"Second-electrode distance d2: {d_back} nm")
print(f"Well width: {width:.1f} nm")
print(f"Temperature of use: {temperature:.1f} K")
print(f"Density of states, formula: {dos:.4f} eV^-1 nm^-2")
print(f"Density of states, counted: {dos_count:.4f} eV^-1 nm^-2")
print(f"Fermi energy: {fermi * 1000:.2f} meV")
print(f"C1: {c1 * TO_UF:.4f} uF/cm2")
print(f"C2: {c2 * TO_UF:.4f} uF/cm2")
print(f"Quantum capacitance CQ: {c_q * TO_UF:.3f} uF/cm2")
print(f"Total gate capacitance: {c_total * TO_UF:.4f} uF/cm2")
print(f"Effective Bohr radius a*: {bohr:.2f} nm")
print(f"Quantum length a*/4: {eps / c_q:.3f} nm")
print(f"Ideal leak D2/D1, formula: {100 * leak:.2f} %")
print(f"Ideal leak D2/D1, grid and levels: {100 * leak_grid:.2f} %")
print(f"D2 with layer / D2 without: {100 * leak_vs_absent:.2f} %")
print(f"Leak of floating layer: {100 * floating[1] / floating[0]:.2f} %")
print(f"Gate step: {gate_step * 1000:.1f} mV")
print(f"Layer potential change: {delta_phi * 1000:.4f} mV")
print(f"Density change: {delta_n * 1e14:.3e} cm^-2")
print(f"Change of D1: {delta_d1 * TO_NC:.4f} nC/cm2")
print(f"Change of D2: {delta_d2 * TO_NC:.4f} nC/cm2")
print(f"Layer charge change, magnitude: {delta_n * TO_NC:.4f} nC/cm2")
print(f"Ideal dmu/dn: {1 / dos:.3f} eV nm2")
print(f"Thickness length s: {thickness_length(width):.3f} nm")
print(f"Rigid thickness term: {-thickness_length(width) / eps:.3f} eV nm2")
print(f"Self-consistent thickness term: {inverse_thick - 1 / dos:.3f} eV nm2")
print(f"Leak with thickness only: {100 * leak_thick:.2f} %")
print(f"Leak shift, basis 6 to 12: {100 * basis_shift:.1e} percentage points")
print(f"Density parameter r_s: {r_s:.3f}")
print(f"Exchange term, thin layer: {exchange_thin:.3f} eV nm2")
print(f"Exchange term, this well: {exchange_well:.3f} eV nm2")
print(f"Correlation term, rough: {correlation:.3f} eV nm2")
print(f"Rough band gap used: {band_gap:.2f} eV")
print(f"Nonparabolic term: {inverse_nonpar - 1 / dos:.3f} eV nm2")
print(f"Corrected dmu/dn, estimate: {inverse_total:.3f} eV nm2")
print(f"Corrected leak, estimate: {100 * leak_total:.2f} %")
for temp in (temperature, 77.0, 300.0):
    print(f"CQ thermal factor at {temp:.1f} K: {thermal_factor(temp):.4f}")
print(f"Hard-wall subband spacing: {3 * confinement * 1000:.1f} meV")
print(f"Barrier field: {barrier_field * 10:.4f} MV/cm")
print(f"Rough barrier height used: {barrier_height:.2f} eV")
print(f"Barrier above Fermi level: {barrier:.3f} eV")
print(f"Tunnelling probability: {transmission:.1e}")
print(f"Tunnelling leakage estimate: {leakage:.1e} A/cm2")
print("OK")
```

Running it gives:

```
Effective mass: 0.067 electron masses
Relative permittivity: 13.0
Electron density: 5.00e+11 cm^-2
Gate distance d1: 40 nm
Second-electrode distance d2: 30 nm
Well width: 8.0 nm
Temperature of use: 4.2 K
Density of states, formula: 0.2799 eV^-1 nm^-2
Density of states, counted: 0.2799 eV^-1 nm^-2
Fermi energy: 17.86 meV
C1: 0.2878 uF/cm2
C2: 0.3837 uF/cm2
Quantum capacitance CQ: 4.484 uF/cm2
Total gate capacitance: 0.2717 uF/cm2
Effective Bohr radius a*: 10.27 nm
Quantum length a*/4: 2.567 nm
Ideal leak D2/D1, formula: 7.88 %
Ideal leak D2/D1, grid and levels: 7.88 %
D2 with layer / D2 without: 13.02 %
Leak of floating layer: 100.00 %
Gate step: 10.0 mV
Layer potential change: 0.5582 mV
Density change: 1.562e+10 cm^-2
Change of D1: 2.7170 nC/cm2
Change of D2: 0.2142 nC/cm2
Layer charge change, magnitude: 2.5028 nC/cm2
Ideal dmu/dn: 3.573 eV nm2
Thickness length s: 0.827 nm
Rigid thickness term: -1.151 eV nm2
Self-consistent thickness term: -1.114 eV nm2
Leak with thickness only: 5.56 %
Leak shift, basis 6 to 12: -2.9e-06 percentage points
Density parameter r_s: 0.777
Exchange term, thin layer: -1.250 eV nm2
Exchange term, this well: -0.838 eV nm2
Correlation term, rough: -0.033 eV nm2
Rough band gap used: 1.50 eV
Nonparabolic term: -0.371 eV nm2
Corrected dmu/dn, estimate: 1.218 eV nm2
Corrected leak, estimate: 2.83 %
CQ thermal factor at 4.2 K: 1.0000
CQ thermal factor at 77.0 K: 0.9323
CQ thermal factor at 300.0 K: 0.4989
Hard-wall subband spacing: 263.1 meV
Barrier field: 0.0348 MV/cm
Rough barrier height used: 0.30 eV
Barrier above Fermi level: 0.194 eV
Tunnelling probability: 3.0e-12
Tunnelling leakage estimate: 1.0e-05 A/cm2
OK
```
